# Comment on twist averaging as a substitute for a larger cell

## The argument under review

The submission wants the bulk ground-state energy of interacting fermions on a chain. It diagonalizes a ring of six sites, repeats the calculation for many boundary twists, and averages. Its case for calling the average a bulk energy has three parts:

1. A cell of $L$ sites with $M$ suitably spaced twists has the same momenta as a ring of $ML$ sites.
2. Without interaction, the two calculations give the same energy.
3. With interaction, the averaged energy stops changing as twists are added. With 64 twists the six-site cell has the momenta of a 384-site ring, so the result should carry the size error of a 384-site ring.

The first statement is correct, the second is correct under a condition given below, and the observation in the third is correct too. The question is whether the conclusion follows from them.

I use the submission's model, spinless fermions with hopping $t>0$ and nearest-neighbour interaction $V$,

$$H=-t\sum_{j}\left(c^\dagger_{j+1}c_j+c^\dagger_jc_{j+1}\right)+V\sum_j n_jn_{j+1},$$

at half filling: $N=L/2$ particles, $L$ even, density $n=1/2$. A twist $\theta$ means $c_{j+L}=e^{i\theta}c_j$. All energies are per site.

## What the folding of momenta establishes

A plane wave $e^{ikj}$ obeys the twisted boundary condition if $e^{ikL}=e^{i\theta}$, so

$$k=\frac{2\pi m+\theta}{L},\qquad m=0,\dots,L-1 .$$

Choose the twists $\theta_s=(\Theta+2\pi s)/M$ with $s=0,\dots,M-1$. Then

$$k=\frac{2\pi m+\theta_s}{L}=\frac{2\pi(mM+s)+\Theta}{ML}.$$

The integer $mM+s$ takes each value from $0$ to $ML-1$ once. These are therefore the momenta of a ring of $ML$ sites with twist $\Theta$.

Inserting $c_j=L^{-1/2}\sum_k e^{ikj}c_k$ turns the hopping term into $\sum_k\varepsilon_k c_k^\dagger c_k$ with $\varepsilon_k=-2t\cos k$. At $V=0$ the energy is a sum over occupied momenta, so equal occupied sets give equal energies.

For $L=6$ and $\theta=\pm\pi/2$, the three lowest levels of each cell together give $k=\pm\pi/12,\ \pm\pi/4,\ \pm5\pi/12$. These are the six lowest levels of the 12-site ring with $\Theta=\pi$. Both calculations give

$$-\frac{4t}{12}\left(\cos\frac{\pi}{12}+\cos\frac{\pi}{4}+\cos\frac{5\pi}{12}\right)=-0.64395\,t .$$

The condition on the second statement is that the occupied sets match. For a continuous twist average in this model they do. The band energy rises with $|k|$, and the interval $(-\pi n,\pi n)$ has length $2\pi N/L$. Since the momenta are spaced by $2\pi/L$, the interval contains $N$ of them for every twist that puts none on its ends. These are the $N$ lowest levels. For any function $F$ of momentum,

$$\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac1L\sum_m F\!\left(\frac{2\pi m+\theta}{L}\right)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,F(k),\qquad(1)$$

because $d\theta=L\,dk$ and the $L$ pieces cover the zone once. Taking $F=\varepsilon_k$ inside the interval and zero outside gives

$$-2t\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}\cos k=-\frac{2t}{\pi}=-0.63662\,t$$

for every even $L$. The free problem has no size error left.

This does not carry over unchanged to higher dimensions. At fixed $N$, the averaged occupation $f(\mathbf k)$ lies between 0 and 1 and has the right density, but it need not equal the Fermi-sea occupation $f_0(\mathbf k)$. With $\mu$ the Fermi energy, the energy excess is the zone average of $(\varepsilon_{\mathbf k}-\mu)(f-f_0)$; the term in $\mu$ adds nothing, since the densities agree. Below $\mu$ both factors are negative or zero, and above $\mu$ both are positive or zero, so the excess cannot be negative. For five free fermions on a $4\times4$ square-lattice cell with $48\times48$ twists it is $0.0088\,t$, about 1.2% of the energy. Filling all levels below a fixed $\mu$ removes this bias, since $f=f_0$ by construction. The particle number then varies with the twist, here from 4 to 7.

## Where the argument breaks

The interaction is not a sum over single momenta. Write it as $\tfrac12\sum_{j,l}v(j-l)\,n_jn_l$ with $v(\pm1)=V$ and all other values zero. Its Fourier transform is

$$v(q)=\sum_r v(r)e^{-iqr}=2V\cos q,$$

and in momentum space

$$H_{\rm int}=\frac{1}{2L}\sum_{k,k',q}v(q)\,c^\dagger_{k+q}c^\dagger_{k'-q}c_{k'}c_k .$$

Both $k$ and $k+q$ must be allowed momenta of the same cell. The twist cancels in their difference:

$$q=\frac{2\pi m}{L},\quad\text{whatever the value of }\theta .$$

The ring of $ML$ sites has the prefactor $1/(2ML)$ and transfers $q=2\pi m/(ML)$, which are $M$ times finer. It also lets two particles interact when their momenta belong to different twists of the small cell. The twist average contains neither the intermediate transfers nor the interaction between twists. It is the mean of $M$ separate many-body problems, and equal lists of $k$ do not make it the many-body problem of the large ring.

This shows that the Hamiltonians differ. Whether the energies differ needs a calculation.

## The error at first order in the interaction

To first order in $V$, the interaction energy is $V\langle n_jn_{j+1}\rangle$ in the free ground state, a single determinant. Define

$$\rho_\theta=\langle c_j^\dagger c_{j+1}\rangle=\frac1L\sum_{k\ \rm occ}e^{ik}.$$

Wick's theorem gives

$$\langle c_j^\dagger c_jc_{j+1}^\dagger c_{j+1}\rangle=n^2+\langle c_j^\dagger c_{j+1}\rangle\langle c_jc_{j+1}^\dagger\rangle .$$

Since $c_jc^\dagger_{j+1}=-c^\dagger_{j+1}c_j$, the last factor is $-\rho_\theta^*$, and

$$\langle n_jn_{j+1}\rangle_\theta=n^2-|\rho_\theta|^2 .$$

Let an overbar denote the mean over twists. The twist-averaged energy contains $\overline{|\rho_\theta|^2}$. The large ring, with the same occupied momenta, is one determinant whose bond amplitude is $\frac{1}{ML}\sum_{k\ \rm occ}e^{ik}=\overline{\rho_\theta}$, so its energy contains $|\overline{\rho_\theta}|^2$. Hence

$$e_{\rm twist}-e_{\rm ring}=-V\left(\overline{|\rho_\theta|^2}-|\overline{\rho_\theta}|^2\right).\qquad(2)$$

The bracket is the variance of $\rho_\theta$ over the twists. For free determinants with matching occupations, averaging repairs quantities linear in the one-body density matrix, but exchange is quadratic in it. For $V>0$ the twist average is too low at this order, and for $V<0$ too high.

In the two-twist example, $\theta=\pi/2$ occupies $k=-\pi/4,\ \pi/12,\ 5\pi/12$. The central momentum is $\pi/12$ and the spacing is $\pi/3$, so

$$\rho_{\pi/2}=\frac{e^{i\pi/12}}{6}\left(1+2\cos\frac{\pi}{3}\right)=\frac{e^{i\pi/12}}{3}.$$

The other twist gives the complex conjugate. The mean square is $1/9=0.11111$, the squared mean is $\cos^2(\pi/12)/9=0.10367$, and the variance is $0.00744$. The neighbour pair density is $0.25-0.11111=0.13889$ in the twist average and $0.25-0.10367=0.14633$ in the 12-site ring, although the occupied momenta are identical.

For a continuous average, let $\kappa$ be the centre of the $N$ consecutive occupied momenta. The geometric sum is

$$\rho_\theta=\frac{e^{i\kappa}}{L}\,\frac{\sin(\pi N/L)}{\sin(\pi/L)}=\frac{e^{i\kappa}}{L\sin(\pi/L)}\quad\text{at half filling.}$$

Its modulus is the same for every twist; its phase is not. By (1), its mean is $\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}e^{ik}=1/\pi$, the bulk value. The remaining error relative to the bulk is therefore

$$\Delta e=-V\left[\frac{1}{L^2\sin^2(\pi/L)}-\frac{1}{\pi^2}\right]\simeq-\frac{V}{3L^2}.\qquad(3)$$

The last form uses $1/\sin^2x=1/x^2+1/3+\dots$ with $x=\pi/L$. The number of twists no longer appears, since their average has already been taken completely. The error falls only when $L$ grows.

For $L=6$, equation (3) gives $-V(0.11111-0.10132)=-0.0098\,V$. The bulk first-order energy is $V(1/4-1/\pi^2)=0.1487\,V$, so the error is 6.6% of it. The slopes of exactly diagonalized, twist-averaged energies at $V=0$ were tested against (3) for $L=6$ and $L=10$.

## The same error seen in the momentum transfers

Let $\rho_q=\sum_je^{-iqj}n_j$, and for $q\neq0$ let $S(q)=\langle\rho_q\rho_{-q}\rangle/L$. The interaction energy per site is $\frac{1}{2L^2}\sum_qv(q)\langle\rho_q\rho_{-q}\rangle$. Its $q=0$ term is $2VN^2/(2L^2)=Vn^2$, so

$$e_{\rm int}=Vn^2+\frac1L\sum_{q\ne0}V\cos q\;S(q).$$

In a determinant, $\langle\rho_q\rho_{-q}\rangle$ counts the occupied momenta that a shift by $q$ carries to empty ones. For a block of $N=L/2$ consecutive momenta and a shift of $m$ steps, with $|m|\le L/2$, that number is $|m|$. Hence

$$S(q)=\frac{|m|}{L}=\frac{|q|}{2\pi},\qquad |q|\le\pi .$$

This does not depend on the twist, and it is already the bulk function. At first order the small cell has the correct $S(q)$ at each transfer it possesses. It has too few transfers, so a coarse sum stands in for an integral. For $L=6$ the sum is

$$\frac V6\left[2\cdot\frac12\cdot\frac16-2\cdot\frac12\cdot\frac13-\frac12\right]=-\frac V9,$$

while the integral is $-V/\pi^2$. This is the difference found in (3).

The power of $L$ follows from the kinks of $S(q)$. Let $g(q)=V\cos q\,|q|/2\pi$ and $h=2\pi/L$. On one interval of width $h$, the trapezoidal rule exceeds the integral by $h^3g''/12$ to leading order. Summed over a smooth stretch from $a$ to $b$, this becomes $\frac{h^2}{12}[g'(b)-g'(a)]$. The stretch from $0$ to $\pi$ has end slopes $V/2\pi$ and $-V/2\pi$, so its bracket is $-V/\pi$. The stretch from $-\pi$ to $0$ contributes the same. The energy contains $\frac1L\sum_q=\frac{h}{2\pi}\sum_q$, and its error is

$$\frac{1}{2\pi}\,\frac{h^2}{12}\left(-\frac{2V}{\pi}\right)=-\frac{Vh^2}{12\pi^2}=-\frac{V}{3L^2}.$$

Half of it comes from the kink at $q=0$ and half from the kink at $q=\pi$. Without kinks, the $h^2$ term would cancel around the periodic zone.

## Why the claim is true in a mean-field calculation

A Hartree–Fock calculation with a $k$-point grid is not a twist average of separate Hartree–Fock calculations. It first forms one density matrix from all $k$ points and then builds the exchange energy from it:

$$-\frac{1}{2(ML)^2}\sum_{k,k'\,\rm occ}v(k-k')=-V\left|\frac{1}{ML}\sum_{k\,\rm occ}e^{ik}\right|^2=-V|\overline{\rho_\theta}|^2 .$$

The double sum includes pairs of momenta from different twists, and so it includes the fine transfers. For translation-invariant determinants with matching occupations, this is the exchange energy of the large ring. The equivalence the submission relies on therefore holds for $k$-point sampling in mean-field theory, provided the mean-field solution of the large ring has the periodicity of the small cell. A period-2 density wave fits an even cell and meets this condition. A state that gathers the particles into one cluster, as at strong attraction, does not. It is lost when each twist is solved as its own many-body problem, because no step of that procedure couples the twists.

## Beyond first order

One might hope that a full treatment of correlation removes the discrepancy. Exact diagonalization at $V=t$ shows that it does not in this model. With identical momenta on both sides:

| Small cell | Twist average | Large ring | Difference |
|---|---|---|---|
| 6 sites, 2 twists | $-0.5171\,t$ | 12 sites: $-0.5095\,t$ | $-0.0076\,t$ |
| 6 sites, 3 twists | $-0.5131\,t$ | 18 sites: $-0.5042\,t$ | $-0.0089\,t$ |

At $V=0$ both differences vanish to numerical precision.

The submission's convergence test is reproduced as well. For $L=6$, the average is $-0.5393\,t$ with one twist, $-0.5117\,t$ with 4, $-0.5101\,t$ with 16 and $-0.5100\,t$ with 64. The plateau is real, but it belongs to the six-site cell. The bulk energy, extrapolated in powers of $1/L^2$ from single-twist rings of 6 to 18 sites, is $-0.5000\,t$. A separate extrapolation of the twist-averaged energies gives the same limit; the two were required to agree within $2\times10^{-4}\,t$. Relative to this limit, the fully averaged energies are in error by:

| $L$ | Error | $L^2\times$ error |
|---|---|---|
| 6 | $-0.0100\,t$ | $-0.36\,t$ |
| 10 | $-0.0035\,t$ | $-0.35\,t$ |
| 14 | $-0.0018\,t$ | $-0.34\,t$ |

Over these sizes the error falls roughly as $1/L^2$. For $L=6$ it is 2% of the energy. The 12-site ring at its single twist $\Theta=\pi$ has an error of $-0.0095\,t$. The six-site cell with 64 twists is thus about as accurate as that 12-site ring, and it does not reach the accuracy claimed for 384 sites.

Twist averaging is still useful here. At $L=6$ the single twist $\theta=0$ has an error of $-0.0393\,t$, and the average reduces it by a factor of about four.

At this coupling the error is no longer a coarse sum over a correct $S(q)$, because the correlations themselves depend on the cell. At $q=\pi$, a transfer present in both systems, $S$ is $0.637$ in the six-site cell with two twists and $0.691$ in the 12-site ring. Both values are $0.5$ at $V=0$.

## What the submission should change

The claim that the twist-converged energy is the bulk energy should be withdrawn. Convergence in the number of twists shows that the average for one cell has been evaluated. It carries no information about the error that remains at fixed $L$, and that error has to be measured by changing $L$.

At $V=t$ the averaged energies are good input for an extrapolation in $1/L^2$: the free-particle shell error has been removed from them, and their limit agrees with that of the single-twist rings. As $V$ approaches $2t$ the corrections to the $1/L^2$ law decay ever more slowly, logarithmically at $V=2t$ itself, and for $V<-2t$ the particles phase-separate, so the fit form has to be re-examined there. This advice does not extend to $V>2t$, where the chain has an energy gap and the error in large cells falls faster than $1/L^2$. Just above $2t$, small cells can still seem to follow the $1/L^2$ law, so an apparent fit there does not justify the extrapolation. Alternatively, at weak coupling, the first-order error (3) can be subtracted. At $V=t$ this changes $-0.5100\,t$ to $-0.5100\,t+0.0098\,t=-0.5002\,t$ for $L=6$. The agreement with the bulk value is closer than a first-order argument can promise, given how far $S(\pi)$ is from its free value. I would not rely on it at other couplings without a check against larger cells.

The $1/L^2$ law should not be carried over to Coulomb systems in three dimensions. The restriction on $q$ applies there too, since it follows from the periodicity of the cell. The size of the error, however, depends on how $v(\mathbf q)S(\mathbf q)$ behaves between the sampled transfers, and also on how far $S$ and the kinetic energy in the cell differ from their bulk values. Both have to be worked out for the system at hand.

The numerical check computes the energies, pair densities and structure factors quoted above. The remaining figures follow from its output or from the formulas by simple arithmetic.

## Computed results

```
hopping t = 1.0, strong coupling V = 1.0 t, density = 0.5 per site
V=0t: 6 sites x 2 twists -0.643951 t, 12-site ring -0.643951 t, difference -0.000000 t
V=1t: 6 sites x 2 twists -0.517096 t, 12-site ring -0.509545 t, difference -0.007551 t
V=0t: 6 sites x 3 twists -0.639863 t, 18-site ring -0.639863 t, difference 0.000000 t
V=1t: 6 sites x 3 twists -0.513115 t, 18-site ring -0.504218 t, difference -0.008896 t
free pair density: 6 sites x 2 twists 0.138889, 12-site ring 0.146332
mean |rho|^2 = 0.111111, |mean rho|^2 = 0.103668, variance = 0.007443
S(q=1pi/3): free 0.16667; V=t: 6 sites x 2 twists 0.12959, 12-site ring 0.13126
S(q=2pi/3): free 0.33333; V=t: 6 sites x 2 twists 0.30176, 12-site ring 0.30687
S(q=3pi/3): free 0.50000; V=t: 6 sites x 2 twists 0.63731, 12-site ring 0.69058
bulk first-order energy / V = 0.148679
L=6: twist-averaged first-order energy / V = 0.138889, error -0.009790, L^2 x error -0.3524
L=10: twist-averaged first-order energy / V = 0.145279, error -0.003400, L^2 x error -0.3400
V=t, L=6, 1 twists: -0.539345 t
V=t, L=6, 2 twists: -0.517096 t
V=t, L=6, 4 twists: -0.511732 t
V=t, L=6, 8 twists: -0.510405 t
V=t, L=6, 16 twists: -0.510074 t
V=t, L=6, 64 twists: -0.509970 t
V=t bulk limit: -0.50000 t from single-twist rings, -0.50000 t from twist averages
V=0 bulk energy: -0.636620 t
L=6: averaged V=0 -0.636620 t; V=t single twist -0.539345 t, averaged -0.509964 t
   V=t error of average -0.00996 t, L^2 x error -0.359 t
L=10: averaged V=0 -0.636620 t; V=t single twist -0.513807 t, averaged -0.503469 t
   V=t error of average -0.00347 t, L^2 x error -0.347 t
L=14: averaged V=0 -0.636620 t; V=t single twist -0.506994 t, averaged -0.501753 t
   V=t error of average -0.00175 t, L^2 x error -0.344 t
free 4x4 cell, N=5, 48x48 twists: fixed N -0.72260 t, Fermi sea -0.73139 t, bias 0.00878 t
fixed chemical potential -0.9694 t: particle number runs from 4 to 7
```
